\section*{Electron-hole exchange and the dark-bright gap in a small sphere}

\section{A uniform sphere}

Short-range exchange acts when an electron and a hole occupy the same place. Model it by the contact operator
\begin{equation}
H_{\rm SR}=A\,\delta(\mathbf r_e-\mathbf r_h)\,\Sigma ,
\end{equation}
where $A$ is a material constant and $\Sigma$ acts on spins. For a pair envelope $\Psi(\mathbf r_e,\mathbf r_h)$ its orbital strength is $AD$, with the coincidence density
\begin{equation}
D=\int|\Psi(\mathbf r,\mathbf r)|^2\,d^3r .
\end{equation}

Suppose first that both particles are spread uniformly and independently over a sphere of radius $R$ and volume $V_R=4\pi R^3/3$. Each density is $1/V_R$, so
\begin{equation}
D_{\rm uniform}=V_R\frac1{V_R^2}=\frac{3}{4\pi R^3}.
\end{equation}

In bulk, the exciton at rest has $\Psi=V^{-1/2}\phi(\mathbf r_e-\mathbf r_h)$, where $V$ is the crystal volume. Its $1s$ function is $\phi=e^{-r/a}/\sqrt{\pi a^3}$, normalized because $4\pi\int_0^\infty r^2e^{-2r/a}dr=4\pi\cdot2(a/2)^3=\pi a^3$. Hence
\begin{equation}
D_{\rm bulk}=\int\frac{|\phi(0)|^2}{V}\,d^3r=\frac1{\pi a^3},
\qquad
\frac{D_{\rm uniform}}{D_{\rm bulk}}=\frac34\left(\frac aR\right)^3 .
\end{equation}
The inverse cube is the inverse volume available to the pair. The prefactor depends on the shape of the density. For any common density $n$ in the sphere, the Cauchy--Schwarz inequality gives $1=(\int n)^2\le V_R\int n^2$, so the uniform density has the smallest coincidence density. A quantum ground state, which vanishes at the wall, must have a larger prefactor than $3/4$.

\section{Leading order in strong confinement}

Let $\mu_r$ be the reduced mass, $\epsilon$ the dielectric constant, and use Gaussian units, so that $a=\epsilon\hbar^2/(\mu_re^2)$. Confinement energy scales as $\hbar^2/(\mu_rR^2)$ and Coulomb energy as $e^2/(\epsilon R)$. Their quotient is of order $R/a$, which is the small parameter. At leading order the Coulomb attraction drops out and the particles are independent.

Take isotropic parabolic bands and an impenetrable wall. For an $s$ state write $\psi=u(r)/r$. Then $u''=-k^2u$ with $u(0)=u(R)=0$, and the lowest solution is $u=N\sin(\pi r/R)$. Normalization requires
\begin{equation}
1=4\pi N^2\int_0^R\sin^2\frac{\pi r}{R}\,dr=2\pi RN^2,
\qquad
\psi(r)=\frac{\sin(\pi r/R)}{r\sqrt{2\pi R}} .
\end{equation}
The mass has disappeared, so electron and hole share this envelope. With $x=\pi r/R$,
\begin{align}
D_{\rm dot}&=4\pi\int_0^R r^2\psi^4\,dr
=\frac{1}{\pi R^2}\int_0^R\frac{\sin^4(\pi r/R)}{r^2}\,dr \nonumber\\
&=\frac{F}{R^3},\qquad F=\int_0^\pi\frac{\sin^4x}{x^2}\,dx .
\end{align}
Integrate by parts, using $x^{-2}=-(x^{-1})'$:
\begin{equation}
F=\left[-\frac{\sin^4x}{x}\right]_0^\pi+\int_0^\pi\frac{4\sin^3x\cos x}{x}\,dx .
\end{equation}
The bracket vanishes at $\pi$ because the sine does, and at $0$ because it behaves as $x^3$. In the remaining integral,
\begin{equation}
4\sin^3x\cos x=2\sin^2x\,\sin2x=(1-\cos2x)\sin2x=\sin2x-\tfrac12\sin4x .
\end{equation}
With $\mathrm{Si}(y)=\int_0^y(\sin t/t)\,dt$, the substitutions $t=2x$ and $t=4x$ give
\begin{equation}
F=\mathrm{Si}(2\pi)-\tfrac12\mathrm{Si}(4\pi)=1.41815-0.74608=0.67207 .
\end{equation}
Therefore
\begin{equation}
\boxed{\frac{D_{\rm dot}}{D_{\rm bulk}}\simeq C\left(\frac aR\right)^3,\qquad
C=\pi\left[\mathrm{Si}(2\pi)-\tfrac12\mathrm{Si}(4\pi)\right]=2.111 .}
\end{equation}
This is a ratio, not an amount to be added to the bulk value. It exceeds the uniform result by the factor $2.111/0.75=2.8$, because both densities peak at the centre. The formula equals one at $R=1.28a$, but the small parameter is not small there, so that radius does not mark a physical crossing.

\section{The first correction}

Attraction brings the particles together. To estimate its effect, use the trial function
\begin{equation}
\Psi_b=\Phi f,\qquad \Phi=\psi(r_e)\psi(r_h),\qquad f=e^{-bs},\qquad s=|\mathbf r_e-\mathbf r_h| .
\end{equation}
For either particle's gradient, expansion of the square gives
\begin{equation}
|\nabla(f\Phi)|^2=f^2|\nabla\Phi|^2+2f\Phi\nabla f\cdot\nabla\Phi+\Phi^2|\nabla f|^2 .
\end{equation}
The first two terms equal $\nabla\cdot(f^2\Phi\nabla\Phi)-f^2\Phi\nabla^2\Phi$. The divergence integrates to zero since $\Phi=0$ at the wall, and the last piece gives the confinement energy $E_0$. Since $|\nabla_ef|^2=|\nabla_hf|^2=b^2f^2$, the two kinetic terms add through $1/m_e+1/m_h=1/\mu_r$:
\begin{equation}
E(b)=E_0+\frac{\hbar^2b^2}{2\mu_r}-\frac{e^2}{\epsilon}\,
\frac{\langle e^{-2bs}/s\rangle}{\langle e^{-2bs}\rangle}.
\end{equation}
Averages are taken with $\Phi^2$. Set $t=ba$, $\rho=R/a$, $\sigma=s/R$ and measure energy in $\hbar^2/(2\mu_ra^2)$. Since $e^2/\epsilon=\hbar^2/(\mu_ra)$,
\begin{equation}
\mathcal E(t)=t^2-\frac2\rho\,
\frac{\langle e^{-2t\rho\sigma}/\sigma\rangle}{\langle e^{-2t\rho\sigma}\rangle},
\end{equation}
apart from the constant $E_0$. For small $\rho$ the numerator is $\langle1/\sigma\rangle-2t\rho$ and the denominator $1-2t\rho\langle\sigma\rangle$, up to terms of order $\rho^2$. Their quotient is $\langle1/\sigma\rangle+2t\rho\,g$, where $g=\langle\sigma\rangle\langle1/\sigma\rangle-1$. Thus
\begin{equation}
\mathcal E=t^2-\frac2\rho\langle1/\sigma\rangle-4tg+O(\rho),
\qquad \frac{d\mathcal E}{dt}=0\ \Rightarrow\ t=2g .
\end{equation}

At coincidence $f=1$, so the only change in $D$ comes from normalization:
\begin{equation}
D=\frac{F}{R^3}\,\frac1{\langle e^{-2bs}\rangle}
=\frac F{R^3}\left[1+2t\rho\langle\sigma\rangle+O(\rho^2)\right].
\end{equation}
Inserting $t=2g$, with $\langle\sigma\rangle=0.6993$ and $\langle1/\sigma\rangle=1.7861$, gives $g=0.249$ and
\begin{equation}
\frac{D}{D_{\rm bulk}}\simeq C\left(\frac aR\right)^3
\left[1+0.70\,\frac Ra\right].
\end{equation}
The coefficient $0.70$ belongs to this trial function. The variational principle bounds the energy, not the coincidence density, so $0.70$ is an estimate and not a bound. It is in fact low: near contact the exact pair function falls as $1-s/a$, while here $b\simeq1/(2a)$. A more flexible $f$, a polynomial in $s$, $r_e^2$ and $r_h^2$, gives about $1.02$ for the masses used below, and $0.97$ for equal masses. The local exponent is
\begin{equation}
\frac{d\ln D}{d\ln R}=-3+\frac{0.70R/a}{1+0.70R/a},
\end{equation}
about $-2.8$ at $R/a=0.3$, or $-2.7$ from the full size dependence of the more flexible function: attraction makes the size dependence slightly weaker than an inverse cube.

The same trial function has a useful second limit. For $R\gg a$, the factor $e^{-2bs}$ selects small separations, whose probability density is $4\pi s^2F/R^3$. Then
\begin{align}
\langle e^{-2bs}\rangle&\to\frac{4\pi F}{R^3}\frac{2}{(2b)^3}=\frac{\pi F}{(bR)^3},\\
\frac{\langle e^{-2bs}/s\rangle}{\langle e^{-2bs}\rangle}&\to
\frac{1/(2b)^2}{2/(2b)^3}=b .
\end{align}
The energy becomes $t^2-2t$, with its minimum at $t=1$, so $b=1/a$ and $D\to1/(\pi a^3)$. The bulk value is recovered; at $R=40a$ the numerical minimization gives a ratio of $0.998$.

\section{From coincidence density to a gap}

Consider a conduction electron of spin $1/2$ and a fourfold valence edge of angular momentum $J=3/2$. Take $H_{\rm SR}=-\eta\,\boldsymbol\sigma\cdot\mathbf J$, where $\boldsymbol\sigma$ are the electron's Pauli matrices and $\eta\propto D$. For total angular momentum $j$,
\begin{equation}
\boldsymbol\sigma\cdot\mathbf J=j(j+1)-\tfrac34-\tfrac{15}4
=\begin{cases}+\tfrac32,&j=2,\\-\tfrac52,&j=1.\end{cases}
\end{equation}
The quintet lies at $-\tfrac32\eta$ and the triplet at $+\tfrac52\eta$. The crystal ground state has $j=0$ and the dipole operator is a vector, so light couples to $j=1$: the triplet is bright, the quintet dark. Their separation $4\eta$ follows the ratio above, provided dot and bulk have the same spin structure.

The bright states also feel long-range exchange, the Coulomb interaction of their transition charge $-\nabla\cdot[\boldsymbol\mu\,n(\mathbf r)]$ with its complex conjugate. As an exchange matrix element it lacks the factor $1/2$ of a classical self-energy. Here $\boldsymbol\mu$ is the interband dipole and $n(\mathbf r)=\Psi(\mathbf r,\mathbf r)$. In a uniform dielectric background,
\begin{equation}
E_{\rm LR}=\frac{4\pi}{\epsilon}\int\frac{d^3q}{(2\pi)^3}\,
|\hat{\mathbf q}\cdot\boldsymbol\mu|^2\,|n_{\mathbf q}|^2 .
\end{equation}
A bulk exciton is a single plane wave. A longitudinal one has $E_{\rm LR}=4\pi\mu^2D_{\rm bulk}/\epsilon$ and a transverse one has zero; the difference is the longitudinal-transverse splitting $\hbar\omega_{LT}$. In the sphere $n_{\mathbf q}$ is isotropic, and the angular average of $|\hat{\mathbf q}\cdot\boldsymbol\mu|^2$ is $\mu^2/3$. Since $\int|n_{\mathbf q}|^2d^3q/(2\pi)^3=D$,
\begin{equation}
\Delta(R)\simeq\left(\Delta_{\rm SR}+\frac{\hbar\omega_{LT}}3\right)
C\left(\frac aR\right)^3\left[1+0.70\frac Ra\right],
\end{equation}
where $\Delta_{\rm SR}$ is the bulk splitting between dark and transverse bright excitons. The bracket multiplies both terms because both are proportional to $D$: the factor $1/3$ holds for any spherically symmetric $n$.

\section{Numbers for a CdSe-like sphere}

Rough typical values for zinc-blende CdSe are masses $0.13$ and $0.45$ of the free-electron mass, $\epsilon=9.5$, $\Delta_{\rm SR}=0.12$~meV and $\hbar\omega_{LT}=1$~meV. The two splittings are close to those usually quoted for the heavy-hole A exciton of wurtzite CdSe, which carries only $3/4$ of the cubic splittings used here. Read that way, every exchange energy below rises by $4/3$, for example from $35$ to $47$~meV at $1.5$~nm. The masses and $\epsilon$ give $a=4.98$~nm. At $R=1.5$~nm,
\begin{equation}
C\left(\frac aR\right)^3=2.111\left(\frac{4.984}{1.5}\right)^3=77.5 ,
\end{equation}
so the short-range part is $0.12\times77.5=9.3$~meV and the long-range part $77.5/3=25.8$~meV. With these inputs the short-range law alone would miss most of the gap. At leading order:

\begin{center}
\begin{tabular}{ccccc}
$R$ (nm) & $R/a$ & short-range (meV) & total (meV) & correlation factor\\
1.0 & 0.20 & 31 & 119 & 1.15\\
1.5 & 0.30 & 9.3 & 35 & 1.24\\
2.0 & 0.40 & 3.9 & 15 & 1.34\\
3.0 & 0.60 & 1.2 & 4.4 & 1.56
\end{tabular}
\end{center}

The last column is the full factor from the one-parameter trial function, by which either energy is to be multiplied. The more flexible function gives $1.23$, $1.36$, $1.51$ and $1.85$ down the column, so the listed factors are low by $6$ to $16\%$. At $1.5$~nm the first correction gives $1+0.697\times0.301=1.21$, close to $1.24$. At $3$~nm it gives $1.42$ against $1.56$, so higher terms matter.

\section{What real nanocrystals change}

The impenetrable wall is a strong assumption. With barriers of $3$~eV for the electron and $2$~eV for the hole, and the free-electron mass outside, the coincidence density at $R=1.5$~nm falls to $0.43$ of its hard-wall value. Matching $\psi$ and $\psi'/m$ at the surface shows why:
\begin{equation}
kR\cot kR=1-\frac{m_{\rm in}}{m_{\rm out}}(1+\kappa R),
\end{equation}
where $k$ is the inner wave number and $\kappa$ the outer decay constant. The hard-wall value $kR=\pi$ needs $(m_{\rm in}/m_{\rm out})\kappa R\gg1$, and a light inner mass works against this. The electron's confinement energy drops from $1.29$ to $0.48$~eV. The hard-wall energy is $0.76$ of a rough $1.7$~eV band gap and the finite-barrier energy $0.28$ of it, a warning that parabolic bands are doubtful.

Multiplying the separate factors for correlation and leakage gives a total gap of $35.1\times1.241\times0.432\simeq19$~meV, or $21$~meV with the better correlation factor $1.36$. The two effects are not quite independent: a leaking pair is more spread out, so attraction has more to gain. With the finite barriers included, the more flexible function gives a correlation factor of about $1.49$ and a gap of about $23$~meV. Heavy-light hole mixing, for a mass ratio of $0.3$, raises the short-range part by a further $10\%$ with the bulk input held fixed. With $\epsilon=9.5$ inside, surroundings of dielectric constant $2$ multiply the hard-wall long-range part by $1.40$, adding about $10$~meV. The transition charge oscillates at an optical frequency, where the inner constant is lower: with $6.2$ inside and the same $\hbar\omega_{LT}$, the factor is $1.29$ and the addition about $8$~meV. These additions are leading-order hard-wall values. They scale with $(\int n\,d^3r)^2$ rather than with $D$, and with finite barriers and correlation this quantity is about $1.46$. The additions then become roughly $15$ and $11$~meV, and the total roughly $38$ or $34$~meV. Image charges also act on the direct attraction: with $9.5$ inside and $2$ outside they raise the hard-wall correlation factor of $1.36$ by $5$ to $6\%$. The estimate for a cubic sphere of this radius is therefore a few tens of meV. It is rough, because the material inputs and the parabolic bands are themselves uncertain.

Many CdSe nanocrystals are wurtzite, where a crystal field separates heavy and light holes by roughly $25$~meV. The lowest dark pair, with projection $\pm2$, is purely heavy-hole and lies at $-12.5$~meV. When exchange dominates, the lower bright state approaches the $j=2$, projection $\pm1$ state, which has heavy-hole weight $1/4$. Its energy is $\tfrac14(-12.5)+\tfrac34(12.5)=6.25$~meV, so the lowest gap saturates at $18.75$~meV while that state loses its dipole. With the hard-wall exchange of $35$~meV, the two levels of projection $\pm1$ lie $14$ and $46$~meV above the dark pair. The inverse-cube law thus fails for the lowest gap once exchange is comparable with the crystal splitting. Measured lowest gaps in small CdSe nanocrystals are very roughly $10$~meV, the same order as these estimates.

Thermal energy is $26$~meV at $300$~K, so a gap of this size leaves both kinds of state populated in equilibrium. At $4$~K it is $0.34$~meV and the population sits in the dark states.

\section*{Calculated quantities}
\begin{verbatim}
Si(2 pi) = 1.418152, Si(4 pi) = 1.492161
F from sine integrals = 0.672071, by quadrature = 0.672071
F from diagonalized sphere = 0.67207
C = pi F = 2.11137
ratio equals one at R/a = 1.2829
mean s/R = 0.6993, mean R/s = 1.7861
first correlation correction = 1 + 0.697 R/a
variational dot/bulk ratio at R = 40 a: 0.9980
sphere/longitudinal-wave energy = 0.3333
Rough inputs, zinc-blende CdSe:
electron mass 0.13, hole mass 0.45 (free-electron masses)
dielectric constant inside 9.5, outside 2.0
bulk short-range gap 0.12 meV, LT splitting 1.0 meV
exciton Bohr radius a = 4.984 nm
radius where ratio equals one = 6.39 nm
short-range gap coefficient = 31.4 meV nm^3
total gap coefficient = 118.5 meV nm^3
R(nm)  R/a   ratio   SR(meV)  LR(meV)  total(meV)  corr.factor
 1.0  0.201  261.43    31.37    87.14    118.51      1.153
 1.5  0.301   77.46     9.30    25.82     35.12      1.241
 2.0  0.401   32.68     3.92    10.89     14.81      1.337
 2.5  0.502   16.73     2.01     5.58      7.58      1.443
 3.0  0.602    9.68     1.16     3.23      4.39      1.560
Neglected effects at R = 1.5 nm:
correlation factor = 1.241 (b a = 0.522)
barriers: electron 3.0 eV, hole 2.0 eV
finite-barrier factor = 0.432
light/heavy hole mass ratio = 0.3
hole root = 4.4927, from matrix = 4.4927
hole d-wave share = 0.040
hole-mixing factor (short range) = 1.096
product of these three factors = 0.588
short-range gap with product = 5.47 meV
dielectric-contrast factor (long range) = 1.395
crystal splitting 25.0 meV: cap on lowest gap 18.75 meV
lower, upper bright above dark = 14.40, 45.71 meV
electron confinement energy, hard wall = 1.286 eV
same, finite barrier = 0.483 eV
hard-wall energy / band gap (1.7 eV) = 0.76
thermal energy at 300 K = 25.85 meV
thermal energy at 4 K = 0.345 meV
\end{verbatim}
